# Dust-acoustic wave speed from fluid equations and from kinetic theory: a numerical check

```python
"""Dust-acoustic waves: cold grains of fixed charge -Z e, Boltzmann electrons and ions.

Result under test (Gaussian units, temperatures as energies):
    omega^2 = w_pd^2 k^2 / (k^2 + k_D^2),   C_D = w_pd / k_D  for long waves,
    w_pd^2 = 4 pi Z^2 e^2 n_d / m_d,   k_D^2 = 4 pi e^2 (n_e/T_e + n_i/T_i).
n_e, n_i, n_d: equilibrium densities; m_d: grain mass; k: wavenumber.
The program also sizes effects left out of this model.
Internal units are cm, g, s, esu and erg.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq, newton
from scipy.special import wofz

pi = np.pi
e = sc.e * sc.c * 10.0                 # elementary charge in esu
eV = sc.e * 1e7                        # erg
m_el = sc.m_e * 1e3
m_ar = 39.948 * sc.atomic_mass * 1e3   # argon atom or ion

# Chosen parameters of the example
radius = 50e-7
material_density = 2.0
n_d = 3e6
n_i = 1e9
T_e = 3.0 * eV
gas_kelvin = 300.0
T_i = sc.k * 1e7 * gas_kelvin
pressure_mtorr = 30.0
wavelength = 0.3
k_wave = 2 * pi / wavelength
m_d = 4 * pi / 3 * radius**3 * material_density


def mean_speed(T, m):
    return np.sqrt(8 * T / (pi * m))


def electron_rate(Z, ne):
    return pi * radius**2 * ne * mean_speed(T_e, m_el) * np.exp(
        -Z * e**2 / (radius * T_e))


def ion_rate(Z, ni):
    return pi * radius**2 * ni * mean_speed(T_i, m_ar) * (
        1 + Z * e**2 / (radius * T_i))


# Collection rates against direct integrals over a Maxwellian (unit thermal speed)
def speed_weight(w):
    return 4 * pi * w**2 * np.exp(-w**2 / 2) / (2 * pi)**1.5


for y in (0.7, 2.0):
    attracted = quad(lambda w: w * (1 + 2*y/w**2) * speed_weight(w), 0, 15)[0]
    repelled = quad(lambda w: w * (1 - 2*y/w**2) * speed_weight(w),
                    np.sqrt(2*y), 15)[0]
    assert abs(attracted / (np.sqrt(8/pi) * (1 + y)) - 1) < 1e-7
    assert abs(repelled / (np.sqrt(8/pi) * np.exp(-y)) - 1) < 1e-7

# Mean grain charge from current balance and neutrality
Z = brentq(lambda q: electron_rate(q, n_i - q*n_d) - ion_rate(q, n_i),
           1.0, 0.999 * n_i / n_d, xtol=1e-11)
n_e = n_i - Z * n_d
U = Z * e**2 / radius


def debye_k2(te=T_e, ti=T_i):
    return 4 * pi * e**2 * (n_e / te + n_i / ti)


w_pd = np.sqrt(4 * pi * Z**2 * e**2 * n_d / m_d)
kD2 = debye_k2()
lam = 1 / np.sqrt(kD2)


def omega_formula(k, te=T_e, ti=T_i):
    return w_pd * k / np.sqrt(k**2 + debye_k2(te, ti))


def speed_formula(te=T_e, ti=T_i):
    return Z * np.sqrt((n_d/n_i) * (ti/m_d) / (1 + ti/te * (1 - Z*n_d/n_i)))


C = speed_formula()


def simulated_omega(k, te=T_e, ti=T_i):
    """Frequency from time integration of the nonlinear fluid-Poisson system."""
    M = 17
    phase = 2 * pi * np.arange(M) / M
    modes = k * np.fft.fftfreq(M, 1 / M)
    D1 = np.fft.ifft(1j * modes[:, None] * np.fft.fft(np.eye(M), axis=0),
                     axis=0).real
    D2 = D1 @ D1
    coupling = 4 * pi * e**2 / ti

    def potential(N):                   # e phi / T_i by Newton iteration
        psi = np.zeros(M)
        for _ in range(4):
            el = n_e * np.exp(psi * ti / te)
            ion = n_i * np.exp(-psi)
            residual = D2 @ psi - coupling * (el + Z * n_d * N - ion)
            jac = D2 - coupling * np.diag(el * ti / te + ion)
            psi = psi - np.linalg.solve(jac, residual)
        return psi

    def rhs(t, state):
        N, v = state[:M], state[M:]
        force = Z * ti / m_d * (D1 @ potential(N))
        return np.concatenate((-D1 @ (N * v), -v * (D1 @ v) + force))

    def crossing(t, state):
        return np.dot(state[:M] - 1, np.cos(phase))
    crossing.terminal = True
    crossing.direction = -1
    start = np.concatenate((1 + 1e-3 * np.cos(phase), np.zeros(M)))
    cap = 10 / w_pd * (1 + np.sqrt(debye_k2(te, ti)) / k)
    run = solve_ivp(rhs, (0, cap), start, method="DOP853", events=crossing,
                    rtol=1e-8, atol=1e-11)
    assert len(run.t_events[0]) == 1
    return pi / (2 * run.t_events[0][0])


# Main result: several wavelengths, then changed temperatures at fixed Z
for k in (k_wave, 1 / lam, 3 / lam):
    assert abs(simulated_omega(k) / omega_formula(k) - 1) < 1e-4
k_long = 0.01 / lam
sim_speed = simulated_omega(k_long) / k_long
assert abs(sim_speed / C - 1) < 2e-4    # finite k lowers it by 5e-5
speed_hot_ions = simulated_omega(k_long, ti=2*T_i) / k_long
speed_hot_electrons = simulated_omega(k_long, te=2*T_e) / k_long
assert abs(speed_hot_ions / speed_formula(ti=2*T_i) - 1) < 2e-4
assert abs(speed_hot_electrons / speed_formula(te=2*T_e) - 1) < 2e-4
assert speed_hot_ions / sim_speed > 1.3
assert abs(speed_hot_electrons / sim_speed - 1) < 0.01


# Kinetic theory with Maxwellian electrons and ions
def susceptibility(omega, k, n, T, m, charge):
    zeta = omega / (k * np.sqrt(2 * T / m))
    return 4*pi*charge**2*n/(T*k**2) * (1 + 1j*np.sqrt(pi)*zeta*wofz(zeta))


def kinetic_omega(k, warm_grains=False):
    scale = omega_formula(k)

    def dielectric(x):
        w = x * scale
        grains = (susceptibility(w, k, n_d, T_i, m_d, Z*e) if warm_grains
                  else -w_pd**2 / w**2)
        value = (1 + susceptibility(w, k, n_e, T_e, m_el, e)
                 + susceptibility(w, k, n_i, T_i, m_ar, e) + grains)
        return value * k**2 / (k**2 + kD2)
    return scale * newton(dielectric, 1.0 + 0j, tol=1e-11, maxiter=100)


Omega = omega_formula(k_wave)
cold_root = kinetic_omega(k_wave)
warm_root = kinetic_omega(k_wave, True)
assert abs(cold_root.real / Omega - 1) < 1e-4
resonance = sum(np.sqrt(pi/2) * Omega / (k_wave*np.sqrt(T/m))
                * 4*pi*e**2*n/(T*k_wave**2)
                for n, T, m in ((n_e, T_e, m_el), (n_i, T_i, m_ar)))
landau = 0.5 * resonance / (1 + kD2 / k_wave**2)
assert abs(-cold_root.imag / Omega / landau - 1) < 0.01
warm_formula = Omega**2 + 3 * k_wave**2 * T_i / m_d
assert abs(warm_root.real**2 / warm_formula - 1) < 3e-3

k0, dk = 1 / lam, 1e-3 / lam
group_numeric = (kinetic_omega(k0+dk).real - kinetic_omega(k0-dk).real) / (2*dk)
assert abs(group_numeric / (C / 2**1.5) - 1) < 1e-3

# Response of grain charge to the local potential
J = ion_rate(Z, n_i)
nu_ch = J * e**2 / radius * (1/T_e + 1/(T_i + U))
kch2 = 4 * pi * e**2 * n_d * J / nu_ch * (1/T_i + 1/T_e)


def local_charge(psi):
    ne, ni = n_e * np.exp(psi*T_i/T_e), n_i * np.exp(-psi)
    return brentq(lambda q: electron_rate(q, ne) - ion_rate(q, ni),
                  0.5*Z, 2*Z, xtol=1e-11)


h = 1e-3
slope = (local_charge(h) - local_charge(-h)) / (2*h)
assert abs(4*pi*e**2*n_d*slope/T_i / kch2 - 1) < 1e-4
dZ = 1e-3 * Z
rate_slope = ((ion_rate(Z+dZ, n_i) - electron_rate(Z+dZ, n_e))
              - (ion_rate(Z-dZ, n_i) - electron_rate(Z-dZ, n_e))) / (2*dZ)
assert abs(rate_slope / nu_ch - 1) < 1e-4


def linear_mode(k, drag=0.0, charging=False):
    """Forward wave from grain density, velocity and charge equations."""
    psi = -4*pi*e**2*Z*n_d/T_i / (k**2 + kD2)
    push = Z * T_i / m_d * 1j * k * psi
    gain = J * (1 + T_i/T_e) * psi / Z if charging else 0.0
    matrix = np.array([[0, -1j*k, 0], [push, -drag, push],
                       [gain, 0, gain - nu_ch]], dtype=complex)
    frequencies = 1j * np.linalg.eigvals(matrix)
    return frequencies[np.argmax(frequencies.real)]


charge_root = linear_mode(k_wave, charging=True)
screen = k_wave**2 + kD2 + kch2 / (1 - 1j*charge_root/nu_ch)
assert abs(charge_root**2 * screen / (w_pd**2*k_wave**2) - 1) < 1e-8

# Free-molecular drag, specular reflection: momentum integral at small drift
s = 0.01
force = dblquad(lambda mu, w: 2*pi*w**4*mu*np.exp(-(w*w-2*w*s*mu+s*s)/2)
                / (2*pi)**1.5, 0, 12, -1, 1)[0]
assert abs(force / (4/3*np.sqrt(8/pi)*s) - 1) < 1e-4
n_gas = pressure_mtorr * 1e-3 * sc.torr * 10 / T_i
drag = 4*pi/3 * radius**2 * n_gas * m_ar * mean_speed(T_i, m_ar) / m_d
drag_root = linear_mode(k_wave, drag=drag)
assert abs(drag_root / (-0.5j*drag + np.sqrt(Omega**2-drag**2/4)) - 1) < 1e-8
both_root = linear_mode(k_wave, drag=drag, charging=True)


# Cold bcc lattice with screened pair energy, at fixed screening length
def stiffness_ratio(n):
    cells = int(np.ceil(25 * lam / (2/n)**(1/3)))
    g = np.arange(-cells, cells + 1)
    x, y, z = np.meshgrid(g, g, g, indexing="ij")
    corner = np.sqrt(x*x + y*y + z*z).ravel()
    centre = np.sqrt((x+.5)**2 + (y+.5)**2 + (z+.5)**2).ravel()
    distance = np.concatenate((corner[corner > 0], centre))

    def energy(density):                # per grain, divided by (Z e)^2
        r = distance * (2/density)**(1/3)
        return 0.5 * np.sum(np.exp(-r/lam) / r)
    d = 1e-3 * n
    lo, mid, hi = energy(n-d), energy(n), energy(n+d)
    dp_dn = 2*n*(hi-lo)/(2*d) + n**2*(hi-2*mid+lo)/d**2
    return dp_dn / (4*pi*n*lam**2)


lattice_ratio = stiffness_ratio(n_d)
dense_ratio = stiffness_ratio(27 * n_d)
assert 0.96 < dense_ratio < 1.0 and lattice_ratio < dense_ratio
spacing = (3 / (4*pi*n_d))**(1/3)
coupling_bare = Z**2 * e**2 / (spacing * T_i)
coupling_screened = coupling_bare * np.exp(-spacing/lam)

v_grain, v_ion, v_el = (np.sqrt(T/m) for T, m in
                        ((T_i, m_d), (T_i, m_ar), (T_e, m_el)))
assert v_grain < C / 3 and C < v_ion / 30 and v_ion < v_el
ion_loss = n_d * J / n_i
field_V_cm = m_d * 1e-3 * sc.g / (Z * sc.e) / 100
ion_bias = field_V_cm / (k_wave * T_i / eV)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Grain radius", radius*1e7, "nm")
show("Grain material density", material_density, "g/cm3")
show("Grain mass", m_d, "g")
show("Grain number density", n_d, "cm^-3")
show("Ion density", n_i, "cm^-3")
show("Electron temperature", T_e/eV, "eV")
show("Ion, gas and grain temperature", gas_kelvin, "K")
show("Same temperature as energy", T_i/eV, "eV")
show("Argon pressure", pressure_mtorr, "mTorr")
show("Wavelength", wavelength*10, "mm")
show("Wavenumber k", k_wave, "cm^-1")
show("Mean charge number Z", Z)
show("Grain surface energy U = Z e^2/a", U/eV, "eV")
show("Electron density", n_e, "cm^-3")
show("Charge fraction Z n_d/n_i", Z*n_d/n_i)
show("Electron/ion share of screening", n_e*T_i/(n_i*T_e))
show("Screening length", lam*1e4, "um")
show("Grain plasma frequency w_pd", w_pd, "rad/s")
show("Dust-acoustic speed C_D", C, "cm/s")
show("Dust-acoustic speed C_D", C/100, "m/s")
show("Speed from nonlinear simulation", sim_speed, "cm/s")
show("Simulated speed, T_i doubled, Z fixed", speed_hot_ions, "cm/s")
show("Simulated speed, T_e doubled, Z fixed", speed_hot_electrons, "cm/s")
show("k times screening length", k_wave*lam)
show("Wave angular frequency", Omega, "rad/s")
show("Wave frequency", Omega/(2*pi), "Hz")
show("Phase speed", Omega/k_wave, "cm/s")
show("Group speed", C/(1+(k_wave*lam)**2)**1.5, "cm/s")
show("Grain thermal speed sqrt(T/m)", v_grain, "cm/s")
show("Ion thermal speed sqrt(T/m)", v_ion, "cm/s")
show("Electron thermal speed sqrt(T/m)", v_el, "cm/s")
show("Landau damping / frequency", -cold_root.imag/Omega)
show("Frequency change, warm grains", 100*(warm_root.real/Omega-1), "%")
show("Charge relaxation rate", nu_ch, "s^-1")
show("Added screening k_ch^2/k_D^2", kch2/kD2)
show("Frequency change, charge response", 100*(charge_root.real/Omega-1), "%")
show("Amplitude damping, charge response", -charge_root.imag, "s^-1")
show("Gas drag rate", drag, "s^-1")
show("Frequency change, gas drag", 100*(drag_root.real/Omega-1), "%")
show("Amplitude damping, gas drag", -drag_root.imag, "s^-1")
show("Frequency, charge response and drag", both_root.real/(2*pi), "Hz")
show("Amplitude damping, both", -both_root.imag, "s^-1")
show("Grain sphere radius/screening length", spacing/lam)
show("Bare grain coupling", coupling_bare)
show("Screened grain coupling", coupling_screened)
show("Cold-lattice speed / C_D", np.sqrt(lattice_ratio))
show("Dense-limit check: speed / mean-field speed", np.sqrt(dense_ratio))
show("Ion loss rate to grains", ion_loss, "s^-1")
show("Ion loss rate / (k ion thermal speed)", ion_loss/(k_wave*v_ion))
show("Field to hold grain against gravity", field_V_cm*1e3, "mV/cm")
show("Ion bias e E/(k T_i) in that field", ion_bias)
print("verified")
```

Output:

```
Grain radius: 50 nm
Grain material density: 2 g/cm3
Grain mass: 1.047e-15 g
Grain number density: 3e+06 cm^-3
Ion density: 1e+09 cm^-3
Electron temperature: 3 eV
Ion, gas and grain temperature: 300 K
Same temperature as energy: 0.02585 eV
Argon pressure: 30 mTorr
Wavelength: 3 mm
Wavenumber k: 20.94 cm^-1
Mean charge number Z: 187.6
Grain surface energy U = Z e^2/a: 5.402 eV
Electron density: 4.373e+08 cm^-3
Charge fraction Z n_d/n_i: 0.5627
Electron/ion share of screening: 0.003768
Screening length: 37.73 um
Grain plasma frequency w_pd: 1.709e+04 rad/s
Dust-acoustic speed C_D: 64.49 cm/s
Dust-acoustic speed C_D: 0.6449 m/s
Speed from nonlinear simulation: 64.49 cm/s
Simulated speed, T_i doubled, Z fixed: 91.03 cm/s
Simulated speed, T_e doubled, Z fixed: 64.55 cm/s
k times screening length: 0.07901
Wave angular frequency: 1347 rad/s
Wave frequency: 214.3 Hz
Phase speed: 64.29 cm/s
Group speed: 63.89 cm/s
Grain thermal speed sqrt(T/m): 6.289 cm/s
Ion thermal speed sqrt(T/m): 2.499e+04 cm/s
Electron thermal speed sqrt(T/m): 7.264e+07 cm/s
Landau damping / frequency: 0.001596
Frequency change, warm grains: 1.453 %
Charge relaxation rate: 9801 s^-1
Added screening k_ch^2/k_D^2: 0.2022
Frequency change, charge response: -8.656 %
Amplitude damping, charge response: 12.78 s^-1
Gas drag rate: 255.4 s^-1
Frequency change, gas drag: -0.4508 %
Amplitude damping, gas drag: 127.7 s^-1
Frequency, charge response and drag: 194.5 Hz
Amplitude damping, both: 140.8 s^-1
Grain sphere radius/screening length: 1.14
Bare grain coupling: 45.56
Screened grain coupling: 14.57
Cold-lattice speed / C_D: 0.9167
Dense-limit check: speed / mean-field speed: 0.9904
Ion loss rate to grains: 1973 s^-1
Ion loss rate / (k ion thermal speed): 0.003769
Field to hold grain against gravity: 3.417 mV/cm
Ion bias e E/(k T_i) in that field: 0.006311
verified
```
